\section*{Distance dependence of singlet and triplet exciton couplings and band widths, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

In a crystal of weakly interacting closed-shell molecules the same promotion of one electron, from an occupied orbital $h$ to an empty orbital $l$, produces a singlet and a triplet exciton. Why is the triplet band so much narrower than the singlet band, and how does each inter-site coupling depend on the distance $R$ between sites?

\section*{Answer}

\subsection*{The mechanism}

An excitation can leave site A for site B in two ways. In the first, the electron on A falls back into its hole while an electron on B is promoted. No particle crosses the gap, and the two events are linked by the Coulomb field of the charge that oscillates during each transition. In the second, the excited electron tunnels from A to B and the hole does the same, together or one after the other. In a triplet the spin-up and spin-down transition charges cancel, so only the second way is open.

\subsection*{Spin structure of the matrix}

Hartree atomic units are used, orbitals are real, spin-orbit coupling is neglected, and $(pq|rs)=\iint p(1)q(1)\,r_{12}^{-1}\,r(2)s(2)$, with $(pq|W|rs)$ the same integral over the static screened interaction $W$. In the Tamm-Dancoff form of the Bethe-Salpeter equation (BSE) the basis states move an electron of spin $\sigma$ from occupied orbital $i$ to empty orbital $a$, and
\begin{equation}
A_{ia\sigma,jb\tau}=\delta_{\sigma\tau}\left[F_{ab}\delta_{ij}-F_{ij}\delta_{ab}-(ij|W|ab)\right]+(ia|jb).
\end{equation}
Here $F$ is the one-particle Hamiltonian. With the Fock operator and $W=v=1/r_{12}$ these are the Slater-Condon elements of configuration interaction singles (CIS). The direct term $(ij|W|ab)$ scatters hole $i\to j$ and electron $a\to b$, each keeping its spin, hence $\delta_{\sigma\tau}$. The exchange term $(ia|jb)$ annihilates one pair and creates another; each density $ia$, $jb$ is spin-diagonal by itself, so any $\sigma,\tau$ is allowed. Calling the bracket $X$ and the exchange term $K^x$, the spin matrix has $X+K^x$ on the diagonal and $K^x$ off it. The combination $(\uparrow+\downarrow)/\sqrt2$ (singlet) gives $X+2K^x$ and $(\uparrow-\downarrow)/\sqrt2$ (triplet) gives $X$:
\begin{equation}
A^{(s)}_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+2s\,(ia|jb)-(ij|W|ab),
\label{A}
\end{equation}
with $s=1$ for singlets and $s=0$ for triplets. The numerical check tests Eq.~\eqref{A} for $W=v$ against the Hamiltonian between determinants of an H$_4$ cluster; the largest eigenvalue difference is $2.1\times10^{-9}$ Ha.

Take two identical centrosymmetric sites, B being A translated by $R\mathbf n$, so that inversion through the midpoint exchanges them (for polar sites translation alone leaves $A^*$ and $B^*$ of an isolated pair at different energies), with orthonormal localized orbitals $h_A,h_B$ (occupied) and $l_A,l_B$ (empty). The Frenkel states $A^*=(h_A\to l_A)$ and $B^*$ mix into $(A^*\pm B^*)/\sqrt2$ with energies $E_0\pm J$, which defines $J$. Between them the $F$ terms of Eq.~\eqref{A} vanish, since both indices change, leaving
\begin{equation}
\langle A^*|A^{(s)}|B^*\rangle=2s\,(h_Al_A|h_Bl_B)-(h_Ah_B|W|l_Al_B).
\label{dir}
\end{equation}
The BSE exchange term thus supplies the F\"orster (Coulomb) coupling and the BSE direct term the Dexter coupling.

\subsection*{Singlet: a power law}

The first integral in Eq.~\eqref{dir} is the electrostatic energy of two on-site densities $h_Al_A$ and $h_Bl_B$. Measure $\mathbf r_1$ from A and $\mathbf r_2$ from B and put $\mathbf u=\mathbf r_2-\mathbf r_1$. For $u\ll R$,
\begin{equation}
\frac1{|R\mathbf n+\mathbf u|}=\frac1R-\frac{\mathbf n\cdot\mathbf u}{R^2}+\frac{3(\mathbf n\cdot\mathbf u)^2-u^2}{2R^3}+\dots
\end{equation}
Each density has zero charge because $\langle h|l\rangle=0$, so every term that lacks either $\mathbf r_1$ or $\mathbf r_2$ integrates to zero. The first survivors are the cross terms $-2(\mathbf n\cdot\mathbf r_1)(\mathbf n\cdot\mathbf r_2)$ of $(\mathbf n\cdot\mathbf u)^2$ and $-2\,\mathbf r_1\cdot\mathbf r_2$ of $u^2$, which give $[\mathbf r_1\cdot\mathbf r_2-3(\mathbf n\cdot\mathbf r_1)(\mathbf n\cdot\mathbf r_2)]/R^3$. The singlet transition dipole sums two spin terms of weight $1/\sqrt2$, $\boldsymbol\mu=\sqrt2\langle h|\mathbf r|l\rangle$, and this absorbs the factor 2:
\begin{equation}
J_S\to\frac{\mu^2-3(\boldsymbol\mu\cdot\mathbf n)^2}{R^3},
\label{dip}
\end{equation}
equal to $-2\mu^2/R^3$ head-to-tail ($\Sigma$) and $+\mu^2/R^3$ side-by-side ($\Pi$).

The $R^{-3}$ law needs $\mu\neq0$. For a dipole-forbidden transition whose density has a higher multipole the power rises. For charges on the axis $1/(R+u)=\sum_n(-u)^n/R^{n+1}$; with zero charge and dipole on both sites the first surviving term is $6z_1^2z_2^2/R^5$ from $n=4$, so the coupling is $6Q^2/R^5$ with $Q=\sum qz^2$ (tested with point charges, ratio 1.00013 at $R=200$ bohr). It remains a power law as long as some multipole-multipole term survives at the given orientation. A density that is purely dipolar has none when $(\boldsymbol\mu\cdot\mathbf n)^2=\mu^2/3$, and the first integral of Eq.~\eqref{dir} then keeps only overlap terms. A spherical transition density of zero charge, as in an atomic $s\to s$ promotion, has no field outside itself, and within single excitations its coupling decays exponentially. These are first-order statements. Second order in the dipole-dipole interaction, through states in which both sites are excited ($S'\to P\to S$ on A, $S\to P\to S'$ on B) and which Eq.~\eqref{A} omits, transfers such a singlet as $R^{-6}$, with a coefficient of about 2.9 a.u.\ for He $2\,^1S$ and about 360 a.u.\ for Be $2s3s\,^1S$. Multipole interactions conserve the spin of each site, so this route is closed to triplets.

\subsection*{Triplet: every route moves both particles}

Setting $s=0$ in Eq.~\eqref{dir} leaves the Dexter term, but the charge-transfer (CT) states, with hole and electron on different sites, also connect $A^*$ to $B^*$. To include them, keep the two holes and the whole empty space, and order Eq.~\eqref{A} by the site of the hole:
\begin{align}
(H_{AA})_{ab}&=F_{ab}-F_{h_Ah_A}\delta_{ab}-(h_Ah_A|W|ab),\\
V_{ab}\equiv(H_{AB})_{ab}&=-F_{h_Ah_B}\delta_{ab}-(h_Ah_B|W|ab).
\end{align}
Let $\varphi_A$ be the lowest eigenvector of $H_{AA}$, the electron relaxed around a hole held on A, and $\varphi_B$ its partner. They are degenerate by symmetry. Degenerate perturbation theory in $V$ gives at first order
\begin{equation}
J_T=-F_{h_Ah_B}\langle\varphi_A|\varphi_B\rangle-(h_Ah_B|W|\varphi_A\varphi_B).
\label{JT}
\end{equation}
Each action of $V$ moves the hole to the other site, so only odd orders connect A with B. Second order shifts both states equally. Third order carries two more hole hops and two energy denominators, a relative correction of order $(t_h/\Delta)^2$, with $t_h$ the size of a hole hop and $\Delta$ the gap to the CT states. Each term of Eq.~\eqref{JT} connects $h_A$ with $h_B$ and $\varphi_A$ with $\varphi_B$, so both particles change site.

Truncating the empty space to $l_A,l_B$ exposes the two-step route. Label states by (hole site, electron site) and define, from Eq.~\eqref{A} with $s=0$,
\begin{align}
t_e&=\langle AA|A|AB\rangle=F_{l_Al_B}-(h_Ah_A|W|l_Al_B),\\
t_h&=\langle AA|A|BA\rangle=-F_{h_Ah_B}-(h_Ah_B|W|l_Al_A),
\end{align}
$J_{\rm dir}=-(h_Ah_B|W|l_Al_B)$ and $\Delta=E_{AB}-E_{AA}$. The symmetry exchanging the sites gives $\langle BB|A|BA\rangle=t_e$ and $\langle BB|A|AB\rangle=t_h$, and for real orbitals $\langle AB|A|BA\rangle=J_{\rm dir}$. Then $(AA\pm BB)/\sqrt2$ couples only to $(AB\pm BA)/\sqrt2$, with element $v_\pm=\tfrac12(t_e\pm t_h\pm t_h+t_e)=t_e\pm t_h$, and the gap is $\Delta$ for both signs because both diagonal elements shift by $\pm J_{\rm dir}$. The lower root of each $2\times2$ problem is $E_{AA}\pm J_{\rm dir}-v_\pm^2/\Delta+v_\pm^4/\Delta^3-\dots$ With $v_+^2-v_-^2=4t_et_h$ and $v_+^4-v_-^4=4t_et_h\cdot2(t_e^2+t_h^2)$, half the difference is
\begin{equation}
J_T=J_{\rm dir}-\frac{2t_et_h}{\Delta}\left[1-\frac{2(t_e^2+t_h^2)}{\Delta^2}+\dots\right].
\label{four}
\end{equation}
The factor 2 counts the two orders of the hops. A term in $t_e^2$ alone returns the electron to A and only shifts the pair. The expansion fails when $\Delta$ is comparable with $|t_e|$ or $|t_h|$; the exciton is then a Frenkel-CT mixture. Both particles must still move, so when $\Delta$ is comparable with the larger hop the CT contribution to the width is of the order of the smaller hop.

\subsection*{The decay constant}

Far from a neutral site the highest occupied Hartree-Fock orbital, of energy $\varepsilon_h$, sees the nucleus screened by the other $N-1$ electrons, a potential $-1/r$. The excited electron obeys $[F-(hh|\cdot)]\varphi=(\omega_T+\varepsilon_h)\varphi$, which is $H_{AA}\varphi=\omega_T\varphi$ rearranged; $F$ is short-ranged for an added electron on a neutral site and the hole attracts it as $-1/r$. In both cases the radial function $y=r\times$orbital satisfies $-\tfrac12y''-y/r=\epsilon y$ up to $r^{-2}$ terms. The trial form $y=r^{n}e^{-\kappa r}$ has $y''/y=\kappa^2-2n\kappa/r+O(r^{-2})$, so $\kappa^2=-2\epsilon$ and $n=1/\kappa$:
\begin{equation}
\text{orbital}\sim r^{1/\kappa-1}e^{-\kappa r},\quad \kappa_h=\sqrt{-2\varepsilon_h},\quad \kappa_e=\sqrt{-2(\varepsilon_h+\omega_T)}.
\label{tail}
\end{equation}
At any point the distances to the two sites obey $r_A+r_B\ge R$, so $h_Ah_B$ carries at most $e^{-\kappa_hR}$ and $\varphi_A\varphi_B$ at most $e^{-\kappa_eR}$, times powers. Orthogonalization preserves this: with site overlap $S_h$, $h_A\to h_A-\tfrac12S_hh_B$ and $h_B\to h_B-\tfrac12S_hh_A$ change the product by $-\tfrac12S_h(h_A^2+h_B^2)$, again of order $e^{-\kappa_hR}$. Equation~\eqref{JT} then gives
\begin{equation}
|J_T|\sim(\text{algebraic factor})\times e^{-(\kappa_h+\kappa_e)R}.
\label{exp}
\end{equation}

The prefactor can be obtained exactly for the Dexter integral over non-orthogonal 1s functions $(\kappa^3/\pi)^{1/2}e^{-\kappa r}$. In prolate coordinates $r_A+r_B=R\xi$, $r_A-r_B=R\eta$, the volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$ and the overlap density $(\kappa^3/\pi)e^{-\kappa R\xi}$ depends on $\xi$ only. The $\eta$ integrals are $\int(\xi^2-\eta^2)d\eta=2\xi^2-\tfrac23=\tfrac43P_2(\xi)$, $\int(\xi^2-\eta^2)P_2(\eta)d\eta=-\tfrac4{15}$, and zero for other $P_l$. With $c=\kappa R$, three integrations by parts give $\int_1^\infty P_2e^{-c\xi}d\xi=e^{-c}(1/c+3/c^2+3/c^3)$, so
\begin{equation}
S=\frac{\kappa^3}{\pi}\,2\pi\,\frac{R^3}{8}\,\frac43\int_1^\infty P_2e^{-c\xi}d\xi=e^{-c}\left(1+c+\tfrac13c^2\right).
\end{equation}
The axially symmetric part of the Neumann expansion is $r_{12}^{-1}\to(2/R)\sum_l(2l+1)P_l(\xi_<)Q_l(\xi_>)P_l(\eta_1)P_l(\eta_2)$, and only $l=0,2$ survive. With $a=\kappa_hR$, $b=\kappa_eR$, the prefactor is $(\kappa_h\kappa_e)^3\pi^{-2}(2\pi)^2(R/2)^6(2/R)=a^3b^3/8R$, and $5(4/15)^2=16/45$:
\begin{equation}
K=\frac{a^3b^3}{8R}\iint e^{-a\xi_1-b\xi_2}\left[\tfrac{16}{9}P_2(\xi_1)P_2(\xi_2)Q_0(\xi_>)+\tfrac{16}{45}P_2(\xi_<)Q_2(\xi_>)\right].
\end{equation}
For large $R$ only $w=\xi-1\ll1$ contributes, where $P_2\to1$, $Q_0=\tfrac12\ln\frac{\xi+1}{\xi-1}\to\tfrac12\ln(2/w)$ and $Q_2=P_2Q_0-\tfrac32\xi\to Q_0-\tfrac32$. The bracket becomes $\tfrac{16}9[\tfrac65Q_0-\tfrac3{10}]$. The weight integrates to $e^{-a-b}/ab$, and $S_hS_e\to a^2b^2e^{-a-b}/9$, so $K\to S_hS_e(6/5R)[2\langle Q_0\rangle-\tfrac12]$, the average being over normalized weights $ae^{-aw_1}$, $be^{-bw_2}$. A weight $ce^{-cw}$ has $\langle\ln w\rangle=-\gamma_E-\ln c$. The smaller variable $w_<$ exceeds $w$ with probability $e^{-(a+b)w}$, so its rate is $a+b$, and $\ln w_>=\ln w_1+\ln w_2-\ln w_<$ averages to $-\gamma_E-\ln[ab/(a+b)]$. Hence
\begin{equation}
K\to S_hS_e\,\frac{6}{5R}\left[\gamma_E+\ln\frac{2\kappa_h\kappa_eR}{\kappa_h+\kappa_e}-\frac12\right].
\end{equation}
This is the repulsion of two needles of charge $S_h$ and $S_e$ lying along the axis. For the round values $\kappa_h=0.8$, $\kappa_e=0.7$ bohr$^{-1}$ the Neumann form, $5.7399\times10^{-3}$ Ha at $R=6$ bohr, is tested against an independent Gaussian quadrature, and the exact bracket is 3.6798, 4.3809, 5.0785 at $R=50,100,200$ bohr against the asymptotic 3.6971, 4.3902, 5.0834. The remainder roughly halves as $R$ doubles.

For a dipole-allowed transition the singlet coupling falls as $R^{-3}$ unless the orientation factor vanishes, whereas the triplet coupling requires both particles to change site and decays as $e^{-(\kappa_h+\kappa_e)R}$ times an algebraic factor. It remains to examine the effects of screening and spin-orbit coupling, to turn the couplings into band widths, and to test the distance laws on two beryllium atoms.

Numbers in the example were calculated in double precision.
